# Electronic stopping of a slow ion from the transport cross section

## What fails without the result

A slow ion in a metal-like electron gas loses energy to the electrons, and two quick estimates of the loss fail. The first treats the electrons as if they were at rest. They then strike the ion at a rate \(nv\sigma\), each bringing a momentum of order \(mv\), and the force is of order \(nmv^2\sigma\). The second notices that the electrons move at the Fermi speed \(v_F\), which suggests \(nmvv_F\sigma\), but then reduces this by the fraction \(v/v_F\) of electrons that can find an empty final state. It again ends at \(nmv^2\sigma\).

Both are too small by a factor of order \(v_F/v\). For the 400 eV proton treated below, \(v/v_F=0.135\), so the error is about a factor of seven. They also predict the wrong law: a force quadratic in the speed instead of linear. The correct statement, to first order in \(v/v_F\), is

\[
S=n\,m\,v\,v_F\,\sigma_{tr}(k_F),\qquad
\sigma_{tr}(k)=\int d\Omega\,(1-\cos\theta)\,|f(\theta)|^2 .
\]

Here \(S\) is the mean energy lost to electrons per unit path, \(n\) the electron density, and \(f(\theta)\) the amplitude for scattering of an electron of wave number \(k\) by the screened ion at rest.

## The model

The algebra uses atomic units, \(\hbar=m=e=1\), so an electron's momentum, wave number and velocity are the same number and \(v_F=k_F\). The gas is uniform, unpolarized and at zero temperature. With two spin states, the number of states per volume in \(d^3k\) is \(2\,d^3k/(2\pi)^3=d^3k/4\pi^3\), and filling the sphere \(k<k_F\) gives

\[
n=\frac{1}{4\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
\]

The ion is so heavy that its recoil is neglected, and it moves in a straight line at constant velocity \(\mathbf v\). The electrons scatter independently from a mean field that is static in the ion's frame. Its part at zero velocity is spherical.

## First derivation: momentum, in the ion's frame

**The force integral.** In the ion's frame an electron of laboratory momentum \(\mathbf k\) has momentum \(\mathbf u=\mathbf k-\mathbf v\). Its state is occupied if \(|\mathbf u+\mathbf v|<k_F\), so the occupation is \(f_0(|\mathbf u+\mathbf v|)\), with \(f_0\) the step function of the gas at rest. The potential is static here, so collisions are elastic: \(|\mathbf u'|=|\mathbf u|\).

A collision \(\mathbf u\to\mathbf u'\) gives the ion the momentum \(\mathbf u-\mathbf u'\). Averaged over the azimuth about \(\mathbf u\), the final momentum is \(\mathbf u\cos\theta\), so the mean transfer is \(\mathbf u(1-\cos\theta)\). Electrons of unit density arrive with flux \(u\), hence

\[
\mathbf F=\frac{1}{4\pi^3}\int d^3u\; f_0(|\mathbf u+\mathbf v|)\;u\,\mathbf u\,\sigma_{tr}(u).
\]

No factor for an empty final state appears, for the following reason. Write \(f,f'\) for the occupations of \(\mathbf u,\mathbf u'\). The collision and its reverse are equally probable for a spherical potential, and they transfer opposite momenta. Their joint contribution is therefore weighted by

\[
f(1-f')-f'(1-f)=f-f',
\]

which is also the weight obtained with no blocking at all.

**Expansion in the velocity.** For small \(v\), \(|\mathbf u+\mathbf v|\approx u+\mathbf v\cdot\hat{\mathbf u}\). The derivative of the step is \(f_0'(u)=-\delta(u-k_F)\), so

\[
f_0(|\mathbf u+\mathbf v|)\approx f_0(u)-(\mathbf v\cdot\hat{\mathbf u})\,\delta(u-k_F).
\]

The first term is isotropic and multiplies the vector \(\mathbf u\), so it integrates to zero. In the second, \(d^3u=u^2du\,d\Omega\) and \(u\,\mathbf u=u^2\hat{\mathbf u}\) supply four powers of \(u\):

\[
\mathbf F=-\frac{k_F^4\sigma_{tr}(k_F)}{4\pi^3}\int d\Omega\,(\mathbf v\cdot\hat{\mathbf u})\,\hat{\mathbf u}.
\]

The angular integral is \(4\pi\mathbf v/3\), because the mean of \(\hat u_i\hat u_j\) over directions is \(\delta_{ij}/3\). Thus

\[
\mathbf F=-\frac{k_F^4}{3\pi^2}\sigma_{tr}(k_F)\,\mathbf v
=-n\,k_F\,\sigma_{tr}(k_F)\,\mathbf v .
\]

The minus sign marks a drag, and \(S=-\mathbf F\cdot\hat{\mathbf v}\) is the stated law once \(m\) is restored. At this order the cross section below the Fermi surface is irrelevant. This was tested with two cross sections that agree at \(k_F\) but differ strongly inside the sphere: both obey the same linear law.

**The motion also deforms the potential.** The screening cloud of a moving ion is lopsided by an amount of order \(v\), the same order as the force. The deformation could matter at first order only by acting on the undisplaced, isotropic distribution. For electrons of one energy, arriving equally from all directions, the force is proportional to

\[
\int\! d\Omega\, d\Omega'\,(\hat{\mathbf u}-\hat{\mathbf u}')\,|f(\hat{\mathbf u}',\hat{\mathbf u})|^2
=\int\! d\Omega\,\hat{\mathbf u}\,\big[\sigma_{out}(\hat{\mathbf u})-\sigma_{in}(\hat{\mathbf u})\big].
\]

Here \(\sigma_{out}(\hat{\mathbf u})\) is the total cross section for scattering out of direction \(\hat{\mathbf u}\), and \(\sigma_{in}(\hat{\mathbf u})\) that for scattering into it from all others. Unitarity of the scattering matrix, taken in its two orderings, makes each equal to \((4\pi/k)\,\mathrm{Im}f(\hat{\mathbf u},\hat{\mathbf u})\). The bracket vanishes, even for a lopsided scatterer. The condition is that no electrons are lost: for a pair of unlike point scatterers the computed force vanishes to rounding error, and it becomes finite when one of them absorbs.

If the deformation has a dipolar tail falling as \(1/r^2\), one surface term needs care. Far away the potential \(V\) is weak and lowers the pressure of the isotropic gas by \(nV\). The surface integral of this pressure change balances the force of \(V\) on the uniform density \(n\). No net force is left on the density deviation, and it is the deviation that pulls on the ion, since the uniform density and its positive background cancel.

**From the mean field to the bare ion.** The electrons scatter from the ion plus its cloud, while \(S\) concerns the ion. The two forces agree because the electrostatic forces within the cloud cancel in pairs. A local exchange-correlation potential that follows the density instantly also exerts no net force. One that depends on the density's history can add a contribution at order \(v\), which is left out here.

**Finite velocity with a frozen potential.** If the potential of the ion at rest is kept, the force integral can be reduced without expanding. Let \(\mu=\hat{\mathbf u}\cdot\hat{\mathbf v}\). The condition \(u^2+v^2+2uv\mu<k_F^2\) means \(\mu<\mu_0\), with

\[
\mu_0=\frac{k_F^2-u^2-v^2}{2uv}.
\]

For \(u<k_F-v\) all directions are filled and contribute nothing. In the shell \(|u-k_F|<v\), \(\int_{-1}^{\mu_0}\mu\,d\mu=-(1-\mu_0^2)/2\), so

\[
S=\frac{1}{4\pi^2}\int_{k_F-v}^{k_F+v}du\;u^4\,\sigma_{tr}(u)\,(1-\mu_0^2).
\]

A constant cross section shows the size of the correction. Put \(k_F=1\) and \(v=\beta\). The integrand is \(u^4-u^2(1-\beta^2-u^2)^2/4\beta^2\), and with

\[
\begin{aligned}
\int u^2du&=2\beta+\tfrac23\beta^3,\qquad
\int u^4du=2\beta+4\beta^3+\tfrac25\beta^5,\\
\int u^6du&=2\beta+10\beta^3+6\beta^5+\tfrac27\beta^7
\end{aligned}
\]

over the shell, the subtracted part is \(\tfrac23\beta+\tfrac{52}{15}\beta^3+\tfrac{46}{105}\beta^5\). The difference is

\[
\tfrac43\beta+\tfrac{8}{15}\beta^3-\tfrac{4}{105}\beta^5
=\tfrac43\beta\left(1+\tfrac25\beta^2-\tfrac1{35}\beta^4\right).
\]

The leading term reproduces the linear law, since \(\tfrac43\beta/4\pi^2=\beta/3\pi^2\). The relative correction is 0.0040 at \(\beta=0.1\) and 0.0160 at \(\beta=0.2\), as the direct integral over the displaced sphere also gives. Other cross sections give other coefficients, and the sign can change.

## Second derivation: energy, with the exclusion principle at work

**The power.** Now count energy in the laboratory. An electron scattered from \(\mathbf u\) to \(\mathbf u'\) in the ion's frame changes its laboratory energy by

\[
\tfrac12|\mathbf u'+\mathbf v|^2-\tfrac12|\mathbf u+\mathbf v|^2=\mathbf v\cdot(\mathbf u'-\mathbf u),
\]

because \(u'=u\). This time the blocking factor is kept, so that each term is a transition from a filled to an empty state:

\[
P=\frac{1}{4\pi^3}\int d^3u\int d\Omega'\;f(1-f')\,u\,|f(\theta)|^2\;\mathbf v\cdot(\mathbf u'-\mathbf u).
\]

Occupations carry no angle argument; \(f(\theta)\) is the amplitude.

**The window of allowed transitions.** Fix the two directions \(\hat{\mathbf u}\) and \(\hat{\mathbf u}'\). To first order in \(v\), the initial state is filled if \(u<k_F-\mathbf v\cdot\hat{\mathbf u}\), and the final state is empty if \(u>k_F-\mathbf v\cdot\hat{\mathbf u}'\). Both hold in a window of width

\[
w=\mathbf v\cdot(\hat{\mathbf u}'-\hat{\mathbf u}),
\]

provided \(w>0\). Within it the energy gain is \(k_Fw\), the volume element gives \(k_F^2\), and the flux gives \(k_F\). The radial integral supplies one factor \(w\) and the energy gain another:

\[
P=\frac{k_F^4}{4\pi^3}\int_{w>0}d\Omega\,d\Omega'\,|f(\theta)|^2\,w^2 .
\]

**The angular integral.** Exchanging the two directions reverses the sign of \(w\) but leaves \(w^2\) and \(\theta\) unchanged. The restriction \(w>0\) can thus be replaced by a factor \(\tfrac12\). For a fixed angle \(\theta\), averaging over the orientation of the pair replaces \(w^2\) by

\[
\frac{v^2}{3}\,|\hat{\mathbf u}'-\hat{\mathbf u}|^2=\frac{2v^2}{3}(1-\cos\theta).
\]

The transport weight \(1-\cos\theta\) now appears as half the squared distance between two points on the unit sphere. The remaining free direction gives \(4\pi\), and

\[
P=\frac{k_F^4}{8\pi^3}\cdot4\pi\cdot\frac{2v^2}{3}\,\sigma_{tr}(k_F)
=\frac{k_F^4v^2}{3\pi^2}\,\sigma_{tr}(k_F)=n\,v^2k_F\,\sigma_{tr}(k_F).
\]

In steady motion the cloud stores no further energy, so this power is drawn from the ion: \(P=Sv\). Dividing by \(v\) gives the same law.

**What was wrong with the second estimate.** The exclusion principle does restrict the active electrons to a fraction of order \(v/v_F\). Each of them, however, exchanges a momentum of order \(k_F\), not \(v\). The product \(n(v/v_F)\cdot v_F\sigma\cdot k_F\) is of order \(nvk_F\sigma\). The estimate counted the small factor twice: \(nmvv_F\sigma\) already contains it.

## The cross section from phase shifts

For a spherical potential, with \(x=\cos\theta\),

\[
f=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(x).
\]

Since \(\int_{-1}^1P_l^2dx=2/(2l+1)\), the part of \(\sigma_{tr}\) without \(\cos\theta\) is \((4\pi/k^2)\sum(2l+1)\sin^2\delta_l\). Splitting \(2l+1=(l+1)+l\) and shifting the index in the second piece turns the sum into \(\sum(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})\).

The part with \(\cos\theta\) couples neighbouring waves through

\[
\int_{-1}^{1}x\,P_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)},
\]

and each pair occurs twice, as complex conjugates. It subtracts \((4\pi/k^2)\sum(l+1)\,2\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\). With \(a=\delta_l\), \(b=\delta_{l+1}\), expanding the cosine gives

\[
\begin{aligned}
&\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)\\
&=\sin^2a\cos^2b+\cos^2a\sin^2b-2\sin a\cos a\sin b\cos b\\
&=\sin^2(a-b),
\end{aligned}
\]

so that

\[
\sigma_{tr}(k)=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

The screening must be complete, which constrains the phases. In a large sphere of radius \(R\), the levels of angular momentum \(l\) satisfy \(kR-l\pi/2+\delta_l=\nu\pi\) with integer \(\nu\). The potential therefore brings, on average, \(\delta_l(k_F)/\pi\) extra levels below \(k_F\) for each spin and each of the \(2l+1\) orientations. Their total must neutralize the ion's charge \(Z\):

\[
\frac2\pi\sum_l(2l+1)\,\delta_l(k_F)=Z .
\]

This is the Friedel sum rule. The phases are absolute, not reduced modulo \(\pi\), so any bound level is included in the count.

## A proton of 400 eV

Take a gas with Fermi energy \(E_F=12\) eV and a proton, \(Z=1\), with the potential \(-Ze^{-\kappa r}/r\). The sum rule fixes the screening length at \(1/\kappa=0.425\) Å. This is a one-parameter model of the cloud, and the sum rule does not fix its shape. An exponential charge cloud or a Hulthén potential obeying the same rule gives \(S\approx1.53\) eV/Å. A self-consistent local-density treatment of the proton gives \(\sigma_{tr}=2.69\) Å\(^2\) and \(S=1.64\) eV/Å, 27% above the value found below. The digits that follow describe the model potential, not the proton.

The phases at \(k_F=1.7747\) Å\(^{-1}\) are \(0.931\), \(0.140\), \(0.029\), \(0.007\), \(0.002\) and \(0.0005\) rad for \(l=0\) to 5. Their share of the sum rule is

\[
\frac2\pi(0.931+0.420+0.147+0.049+0.016+0.005)\approx0.998,
\]

and higher waves supply the rest. In the transport sum, the \(l=0\) term is \(\sin^2(0.931-0.140)=0.506\) out of a total of 0.532. About 95% of the cross section thus comes from the phase difference between the \(s\) and \(p\) waves. Then

\[
\sigma_{tr}=\frac{4\pi}{(1.7747\ \text{Å}^{-1})^2}\times0.5319=2.122\ \text{Å}^2 .
\]

For numbers in eV and Å it helps to write \(mvv_F=2E_F(v/v_F)\). With \(n=0.1888\) Å\(^{-3}\) and \(v/v_F=0.1347\),

\[
S=2(0.1888)(12)(0.1347)(2.122)\approx1.30\ \text{eV/Å},
\]

or 0.0252 hartree/bohr. The estimate with electrons at rest, using the same cross section, would give \(0.1347\times1.30\approx0.175\) eV/Å. For an unchanged potential \(S\) grows as the square root of the proton's energy, so at 100 eV it would be half as large, 0.65 eV/Å.

The shell integral gives 1.289 eV/Å, which is 0.5% below the linear value. This measures the displacement of the Fermi sphere alone, since the potential was frozen. The laboratory energy loss with blocking, integrated at the same finite velocity, gives the same 1.289 eV/Å.

The first Born approximation, which keeps only the part of \(f\) linear in the potential, gives \(\sigma_{tr}=1.11\) Å\(^2\) and \(S=0.68\) eV/Å for the same potential. That is 48% below the phase-shift value. At fixed \(\kappa\) and very small charge the two agree and both scale as \(Z^2\), but a proton in this gas is not a weak scatterer: its \(s\)-wave phase is close to 1 rad. The law itself is not tied to weak scattering; it needs the full amplitude.

The remaining values and the checks of the phases are in the numerical output below.

## What each derivation assumes

Both derivations rest on independent electrons in a mean field, a heavy ion in steady motion, and \(v\ll v_F\). Both also need \(\sigma_{tr}(k)\) to be smooth over \(k_F\pm v\), though not nearly constant. For \(\sigma_{tr}\propto k^p\) the leading relative correction is \((p+1)(p+4)\beta^2/10\). In the proton example \(\sigma_{tr}\) falls by a factor of 2.1 across this range while the law holds to 0.5%. A scattering resonance narrower than this range would spoil the linear law even at a small \(v/v_F\). They differ in what must be added.

**The exclusion principle.** In the momentum derivation it enters through the filled sphere and then cancels from the collisions. In the energy derivation it selects the transitions, and its window supplies one of the two factors of \(v\).

**The deformed cloud.** The momentum derivation works at first order in \(v\), where the deformation could contribute, and needs the unitarity argument to exclude it. In the energy derivation \(w^2\) is already of order \(v^2\), so a change of order \(v\) in \(|f|^2\) leaves the linear force untouched. Unitarity is hidden here rather than avoided. For a lopsided scatterer a collision and its reverse are not equally probable, and the blocked expression omits transitions between two filled states, which cancel at order \(v^2\) only by the same argument. The term of order \(v^3\) in the blocked expression is therefore not physical: reversing \(\mathbf v\) reverses the force, and the deformation first changes the power at order \(v^4\).

**The balance used.** The first requires that internal forces of the cloud cancel, the second that its internal energy is steady. An ion that changes its charge state along the way violates the second condition, and a single static potential no longer describes it.

**Reach.** The momentum derivation gives the direction of the force and extends easily to other isotropic distributions. Replacing \(\delta(u-k_F)\) by \(-f_0'(u)\) gives

\[
S=\frac{v}{3\pi^2}\int_0^\infty du\,u^4\,\sigma_{tr}(u)\,[-f_0'(u)],
\]

with the potential screened as that distribution requires and \(v\) small compared with the electron speeds \(u\) that contribute to the integral. The energy derivation, as written, uses the sharp Fermi surface. In return it shows at a glance that \(S\) cannot be negative, because the integrand is a square.

Neither derivation covers a material with an energy gap, where the small excitations of energy \(k_Fw\) are missing. Neither includes the energy passed to the atoms of a solid by nuclear collisions. For a slow implanted ion that loss must be added to \(S\) to obtain the path length. The same collisions deflect a light ion, so the depth reached is shorter than the path. The uniform gas stands for a free-electron-like metal; where the valence density is strongly nonuniform, or \(d\) bands lie a few eV below the Fermi level, one density and one slope need not describe the loss.

## Table of computed values

```
Fermi energy (input): 12.0 eV
Proton kinetic energy (input): 400.0 eV
Ion charge Z (input): 1
Fermi wave number: 1.7747 1/angstrom
Electron density: 0.18878 1/angstrom^3
Speed ratio v/vF: 0.13474
Screening length 1/kappa: 0.4247 angstrom
Friedel sum: 1.000000
l=0: delta = 0.93127 rad, (l+1)sin^2(delta_l-delta_l+1) = 0.505944
l=1: delta = 0.13993 rad, (l+1)sin^2(delta_l-delta_l+1) = 0.024355
l=2: delta = 0.02935 rad, (l+1)sin^2(delta_l-delta_l+1) = 0.001492
l=3: delta = 0.00705 rad, (l+1)sin^2(delta_l-delta_l+1) = 0.000111
l=4: delta = 0.00179 rad, (l+1)sin^2(delta_l-delta_l+1) = 0.000009
l=5: delta = 0.00047 rad, (l+1)sin^2(delta_l-delta_l+1) = 0.000001
Sum of all transport terms: 0.531911
Transport cross section: 2.1222 angstrom^2
Same, atomic units: 7.5786 bohr^2
Stopping, linear law: 1.2955 eV/angstrom
Same, atomic units: 0.02519 hartree/bohr
Friction coefficient S/v: 0.1991 atomic units
Stopping, frozen potential at finite v, shell integral: 1.2887 eV/angstrom
Stopping, Pauli-blocked lab-frame energy loss: 1.2887 eV/angstrom
Finite-v over linear, minus 1: -0.531 percent
Born transport cross section, same potential: 1.1107 angstrom^2
Born stopping, same potential: 0.6781 eV/angstrom
Flat cross section, relative correction at v/vF=0.1: 0.00400
Flat cross section, relative correction at v/vF=0.2: 0.01595
Lopsided scatterer, isotropic force, lossless: 5.6e-15 (model units)
Lopsided scatterer, isotropic force, one absorbing: 0.5044 (model units)
Box level l=0, k = 1.8301 1/angstrom: delta 0.9216 rad, radial solution 0.9217 rad
Box level l=1, k = 1.7673 1/angstrom: delta 0.1392 rad, radial solution 0.1392 rad
```
